# Hartke's Three-Dimensional Poole-Frenkel Factor with Unreduced Backward Emission

Where thermal emission from traps controls the leakage or charge loss of an insulator, a calculation needs a rule for how the field speeds up that emission. One choice is the one-dimensional factor $e^{\gamma}$, in which every electron leaves over the lowest point of the barrier. Another is an average over escape directions. The choice changes the computed emission rate, and it also changes the permittivity and trap depth inferred from a measured rate. The theorem below gives the directional average in closed form.

## Setting and assumptions

An electron of charge $-q$, with $q>0$, is bound to a trap that is neutral when filled and positively charged when empty. The escaping electron is therefore attracted by a charge $+q$. The medium has permittivity $\varepsilon=\varepsilon_r\varepsilon_0$, where $\varepsilon_r$ is the value that applies on the time scale of escape. A uniform field of magnitude $F$ is applied. The angle $\theta$ is measured from the electric force on the electron, which points opposite to the field vector.

With energy measured from the zero-field band edge, and the potential energy of the applied field set to zero at the trap, the electron has

$$U(r,\theta)=-\frac{q^2}{4\pi\varepsilon r}-qFr\cos\theta .\qquad (1)$$

The assumptions are these.

**A1.** At zero field, emission is isotropic and thermally activated. The total rate is $R_0=\nu e^{-E_t/kT}$, with trap depth $E_t$ and attempt rate $\nu$, so the rate per unit solid angle is $R_0/4\pi$.

**A2.** Escape follows straight rays from the trap. The field changes the barrier height on a ray, but neither the bound level nor the prefactor.

**A3.** For $\theta>90^\circ$ the rate per unit solid angle keeps its zero-field value.

**A4.** The barrier remains well above the bound level on the scale of $kT$, and its top lies where the Coulomb form (1) is valid. Tunnelling, screening and neighbouring traps are left out.

Define

$$\Delta=\left(\frac{q^3F}{\pi\varepsilon}\right)^{1/2},\qquad \gamma=\frac{\Delta}{kT}.\qquad (2)$$

**Theorem.** Under A1 to A4, the emission rate is $R=R_0H(\gamma)$ with

$$H(\gamma)=\frac{1+(\gamma-1)e^{\gamma}}{\gamma^2}+\frac12 .\qquad (3)$$

## The barrier on a ray

**Lemma 1.** For $\cos\theta>0$ the energy along a ray has one maximum, lying $\Delta\sqrt{\cos\theta}$ below the zero-field edge. For $\cos\theta\le0$ it has no maximum at finite $r$.

*Proof.* At fixed $\theta$,

$$\frac{\partial U}{\partial r}=\frac{q^2}{4\pi\varepsilon r^2}-qF\cos\theta .$$

If $\cos\theta>0$, this vanishes at one positive distance,

$$r_m(\theta)=\left(\frac{q}{4\pi\varepsilon F\cos\theta}\right)^{1/2}.\qquad (4)$$

The second derivative, $-q^2/(2\pi\varepsilon r^3)$, is negative, so the point is a maximum. The vanishing first derivative, multiplied by $r_m$, gives $q^2/(4\pi\varepsilon r_m)=qFr_m\cos\theta$. The two terms of (1) are therefore equal there, and

$$U(r_m,\theta)=-2qFr_m\cos\theta=-2\left(\frac{q^3F\cos\theta}{4\pi\varepsilon}\right)^{1/2}=-\Delta\sqrt{\cos\theta}.$$

The factor 2 enters the root as 4 and cancels the 4 in the denominator, which leaves the $\pi\varepsilon$ of (2). If $\cos\theta\le0$, both terms of $\partial U/\partial r$ are non-negative and the first is positive, so $U$ rises throughout. $\square$

**Remark 1: the backward hemisphere.** Since a backward ray has no barrier top, the potential alone does not fix the rate there, and A3 is a separate modelling choice. It has a simple reading. For $\cos\theta<0$, $U$ returns to the zero-field edge when

$$\frac{q^2}{4\pi\varepsilon r}=qFr|\cos\theta| ,$$

which is the distance (4) with $\cos\theta$ replaced by $|\cos\theta|$. Assumption A3 thus amounts to counting a backward electron as free once it is as far out as the barrier top on the mirror-image forward ray. This interprets the assumption without proving it. The choice also makes the rate continuous at $90^\circ$ and gives $H\to1$ at vanishing field. Complete blocking of backward emission would remove the term $1/2$ from (3), and the rate would then tend to half its zero-field value as $F\to0$.

**Remark 2: what straight rays omit.** The transverse gradient at a ray maximum is

$$\frac1{r_m}\frac{\partial U}{\partial\theta}=qF\sin\theta .$$

It vanishes on the forward axis, where $U$ is a maximum along $r$ and a minimum across it: a true saddle. At any other forward angle the ray maximum is not a stationary point, and the force pushes the electron towards the axis. Assumption A2 neglects this deflection. The size of the resulting error is not determined here. A2 also requires the electron to cross the distance $r_m$ without scattering. In the opposite limit, where the mean free path is short compared with $r_m$ and escape is diffusive, the enhancement for an isolated Coulomb trap is Onsager's $2I_1(\gamma)/\gamma$, with $I_1$ the modified Bessel function. At the three fields of the example below this is 1.29, 7.55 and $3.3\times10^4$, against 1.91, 18.1 and $1.50\times10^5$ from (3).

## Proof of the theorem

By Lemma 1 the activation energy on a forward ray is $E_t-\Delta\sqrt{\cos\theta}$. Its rate per unit solid angle is therefore $(R_0/4\pi)e^{\gamma\sqrt{\cos\theta}}$. On a backward ray it is $R_0/4\pi$. Integration over the azimuth gives $2\pi$, so

$$H=\frac12\int_0^{\pi/2}e^{\gamma\sqrt{\cos\theta}}\sin\theta\,d\theta+\frac12\int_{\pi/2}^{\pi}\sin\theta\,d\theta .$$

The second integral equals 1 and contributes $1/2$. In the first, put $u=\cos\theta$, so that $\sin\theta\,d\theta=-du$; the minus sign reverses the limits:

$$H=\frac12\int_0^1e^{\gamma\sqrt u}\,du+\frac12 .$$

Now put $u=s^2$, $du=2s\,ds$. The 2 cancels the prefactor, and integration by parts gives

$$\int_0^1se^{\gamma s}ds=\left[\frac{se^{\gamma s}}{\gamma}\right]_0^1-\frac1\gamma\int_0^1e^{\gamma s}ds
=\frac{e^\gamma}{\gamma}-\frac{e^\gamma-1}{\gamma^2}
=\frac{1+(\gamma-1)e^\gamma}{\gamma^2}.\qquad (5)$$

Adding $1/2$ gives (3). $\square$

Formula (3) was also tested against a sphere average whose forward barrier tops were found by a numerical search of (1). The two agree within a relative tolerance of $2\times10^{-5}$ at the three fields used below.

## Weak and strong fields

**Corollary 1 (weak field).** Expanding the exponential in the first integral of (5) gives

$$H=\frac12+\sum_{n=0}^{\infty}\frac{\gamma^n}{n!}\int_0^1s^{n+1}ds
=\frac12+\sum_{n=0}^{\infty}\frac{\gamma^n}{n!(n+2)}
=1+\frac\gamma3+\frac{\gamma^2}{8}+\frac{\gamma^3}{30}+\dots\qquad (6)$$

The coefficient $1/3$ is the mean of $\sqrt{\cos\theta}$ over the sphere, with backward directions counted as zero. At small $\gamma$ the numerator of (3) is a difference of nearly equal numbers, of size $\gamma^2/2$, so (6) is the safer form in floating-point work.

Since $\gamma\propto\sqrt F$, the first correction grows as $\sqrt F$. This law cannot be followed down to zero field in a real solid, because $r_m\propto F^{-1/2}$ eventually exceeds the distance to other charges, and A4 fails. Even for an isolated trap it lapses once $r_m$ exceeds the mean free path and A2 fails: for diffusive escape the first correction is $\gamma^2/8$, linear in $F$.

**Corollary 2 (strong field).** For $\gamma\gg1$,

$$H\simeq\frac{e^\gamma}{\gamma}\left(1-\frac1\gamma\right).\qquad (7)$$

The omitted part of (3) is $1/\gamma^2+1/2$, which is exponentially small relative to the part retained.

The factor $1/\gamma$ measures a solid angle. Near the axis $\cos\theta\simeq1-\theta^2/2$, hence $\sqrt{\cos\theta}\simeq1-\theta^2/4$, and

$$H\simeq\frac{e^\gamma}{4\pi}\int_0^\infty2\pi\theta\,e^{-\gamma\theta^2/4}d\theta
=\frac{e^\gamma}{4\pi}\,\frac{4\pi}{\gamma}.$$

The total is the same as if a cone of solid angle $4\pi/\gamma$ emitted uniformly at the full one-dimensional enhancement. The actual distribution has no such sharp edge: in this approximation the rate per unit solid angle falls to $1/e$ of its axial value at $\theta=2/\sqrt\gamma$. The fraction of forward emission within angle $\theta$ is $1-e^{-\gamma\theta^2/4}$ in this approximation. Setting it to one half gives the median angle

$$\theta_{1/2}\simeq2\left(\frac{\ln2}{\gamma}\right)^{1/2}.\qquad (8)$$

**Remark 3: distant barrier tops.** Near $90^\circ$ the distance (4) diverges, so some rays violate A4 at any field. Let $L$ be the largest distance at which an isolated trap is a fair description. Rays with $r_m>L$ have $\cos\theta<c_L$, where $c_L=[r_m(0)/L]^2$. Suppose $c_L\le1$ and these rays are given no lowering at all. Then $H$ falls by

$$\frac12\int_0^{c_L}\left(e^{\gamma\sqrt u}-1\right)du\le\frac{c_L}{2}\left(e^{\gamma\sqrt{c_L}}-1\right),\qquad (9)$$

because the integrand is largest at its upper limit.

## Slope of a Poole-Frenkel plot

**Proposition.** Let $S=d\ln H/d\gamma$. Then

$$S=\frac{H'}{H},\qquad H'=\frac{(\gamma^2-2\gamma+2)e^\gamma-2}{\gamma^3},\qquad (10)$$

and $S$ increases with $\gamma$ from $1/3$ towards 1.

*Proof.* Differentiating the first integral of (5) under the integral sign, then integrating by parts and using (5), gives

$$H'=\int_0^1s^2e^{\gamma s}ds=\frac{e^\gamma}\gamma-\frac2\gamma\,\frac{1+(\gamma-1)e^\gamma}{\gamma^2}.$$

Over the common denominator $\gamma^3$ the numerator is $\gamma^2e^\gamma-2-2(\gamma-1)e^\gamma$, which is (10).

For the monotonic rise, let $X=\sqrt{\cos\theta}$ on forward rays and $X=0$ on backward rays. Then $H=\langle e^{\gamma X}\rangle$, with the brackets denoting the mean over the sphere, and

$$S=\frac{\langle Xe^{\gamma X}\rangle}{\langle e^{\gamma X}\rangle},\qquad
\frac{dS}{d\gamma}=\frac{\langle X^2e^{\gamma X}\rangle}{\langle e^{\gamma X}\rangle}-S^2 .$$

The last expression is the variance of $X$ under the weight $e^{\gamma X}$. It is positive because $X$ is not constant. At $\gamma=0$, $S=\langle X\rangle=1/3$. Since $X\le1$ and is smaller than 1 off the axis, $S<1$. For large $\gamma$, dropping exponentially small terms,

$$S\simeq\frac{\gamma^2-2\gamma+2}{\gamma(\gamma-1)}=1-\frac{\gamma-2}{\gamma(\gamma-1)}\to1.\qquad\square$$

**Corollary 3 (apparent permittivity).** Write $\Delta=\beta\sqrt F$, with $\beta=(q^3/\pi\varepsilon)^{1/2}$. Then

$$\frac{d\ln R}{d\sqrt F}=\frac{\beta}{kT}S .$$

The one-dimensional law has $S=1$. Someone who reads the same local slope with that law therefore infers $\beta_{\rm app}=S\beta$. Because $\beta\propto\varepsilon^{-1/2}$, the inferred relative permittivity is

$$\varepsilon_{\rm app}=\frac{\varepsilon_r}{S^2}>\varepsilon_r .\qquad (11)$$

This concerns the emission rate. If the current obeys $J\propto FR$, the quantity to plot is $\ln(J/F)$. If trap occupation or mobility also varies with field, its contribution must be separated first.

**Corollary 4 (activation energy).** Let $b=1/kT$, and take $\nu$, $E_t$ and $\varepsilon$ as independent of temperature. Then $\ln R=\ln\nu-bE_t+\ln H(b\Delta)$, and

$$E_{\rm act}=-\frac{\partial\ln R}{\partial b}=E_t-S\Delta .\qquad (12)$$

The one-dimensional law gives $E_t-\Delta$. The difference, $(1-S)\Delta=(1-S)\gamma kT$, tends to $kT$ in strong fields, since $1-S\simeq1/\gamma$. This value belongs to the straight-ray model; the diffusive law of Remark 2 gives $3kT/2$.

## Worked example

Take the round model parameters $\varepsilon_r=4$, $T=300$ K, $E_t=1$ eV and $\nu=10^{13}\ \mathrm{s^{-1}}$. Then $kT=0.02585$ eV and $R_0=1.59\times10^{-4}\ \mathrm{s^{-1}}$.

At $F=10^8$ V/m the forward lowering is $\Delta=0.3795$ eV, so $\gamma=0.3795/0.02585=14.68$ and $e^\gamma=2.370\times10^6$. Formula (3) gives

$$H=\frac{1+13.68\times2.370\times10^6}{14.68^2}+\frac12\simeq1.505\times10^5 .$$

The rate is $R=R_0H=23.9\ \mathrm{s^{-1}}$, a mean emission time of about 42 ms. The one-dimensional law gives $376\ \mathrm{s^{-1}}$, or about 2.7 ms. The three fields compare as follows.

| $F$ (V/m) | $\gamma$ | $e^\gamma$ | $H$ | $S$ | $\varepsilon_{\rm app}$ |
|---|---|---|---|---|---|
| $10^6$ | 1.468 | 4.34 | 1.91 | 0.546 | 13.4 |
| $10^7$ | 4.642 | 104 | 18.1 | 0.817 | 5.99 |
| $10^8$ | 14.68 | $2.37\times10^6$ | $1.50\times10^5$ | 0.937 | 4.56 |

The two laws move apart in absolute rate as the field rises: $H/e^\gamma$ falls from 0.439 to 0.174 and then 0.0635. Their slopes meanwhile approach each other. A nearly correct slope is therefore no evidence that the one-dimensional prefactor is right. At $10^8$ V/m, matching the three-dimensional rate with the one-dimensional law, at fixed $\nu$ and $\varepsilon_r$, requires a trap deeper by $kT\ln(e^\gamma/H)=0.02585\times2.757\simeq0.071$ eV. The activation energy differs less. Equation (12) gives $1-0.937\times0.3795\simeq0.644$ eV, against 0.621 eV in one dimension.

The backward assumption matters mainly in weak fields. Backward rays supply 26% of the emission at $10^6$ V/m, 2.8% at $10^7$ V/m and 0.0003% at $10^8$ V/m. At the lowest field the result thus depends appreciably on A3. The slope is affected too: with backward emission blocked, $S$ at $10^6$ V/m is 0.740 and $\varepsilon_{\rm app}$ is 7.31 instead of 13.4. The diffusive law of Remark 2 gives $\varepsilon_{\rm app}=35$, 8.2 and 4.9 at the three fields, so the tabulated values are properties of the model.

The cone estimate (8) gives a median forward angle of $24.9^\circ$ at $10^8$ V/m, against $23.9^\circ$ from the full angular distribution. At $10^6$ V/m it gives $79^\circ$ against $51^\circ$, so the small-angle picture does not apply there.

The barrier distance sets a further limit. On the forward axis it is 19.0 nm at $10^6$ V/m and 1.90 nm at $10^8$ V/m. Suppose the isolated-trap description holds out to $L=19.0$ nm. At the highest field $c_L=(1.90/19.0)^2=0.01$ and $\gamma\sqrt{c_L}=1.468$, so (9) bounds the loss in $H$ by $0.005\times(4.34-1)\simeq0.017$, negligible beside $1.5\times10^5$. At the lowest field the same $L$ gives $c_L\simeq0.997$: all forward barrier tops except those within about $4^\circ$ of the axis lie beyond the limit, and the isolated-trap result is no longer secure. At the high-field end the 1.90 nm distance must still exceed the size of the trap's non-Coulombic core, and tunnelling is no longer negligible. The axial barrier top has curvature of magnitude $2qF/r_m(0)$, which for the free-electron mass $m_e$ gives a quantum energy $\hbar\omega=\hbar[2qF/(m_er_m(0))]^{1/2}\simeq0.09$ eV. Neglecting tunnelling near the top requires $\hbar\omega$ to be small compared with $2kT\simeq0.052$ eV, which fails here: a semiclassical thermal average along the axis raises the rate by a factor of about 1.7. The transverse motion at the saddle, with quantum $\hbar\omega/\sqrt2\simeq0.063$ eV, is quantised as well, and in a separable harmonic estimate its zero-point energy lowers the rate by a factor of about 0.62, which offsets most of the gain. The balance depends on the mass: for $0.3\,m_e$ the axial factor is about 8.5 and the net factor about 2. The rates quoted at $10^8$ V/m therefore compare two over-barrier models and are not predictions for a real insulator.

The numerical output below lists the tabulated quantities to more digits, together with the finite-difference slopes that check (10).

## Table of computed values

```
relative permittivity: 4.0
temperature: 300 K
thermal energy kT: 0.025852 eV
trap depth: 1.0 eV
attempt rate: 1.0e+13 1/s
zero-field emission rate: 1.5876e-04 1/s
--- field: 1.0e+06 V/m
forward barrier lowering: 0.03795 eV
forward barrier distance: 18.973 nm
gamma: 1.4679
one-dimensional factor exp(gamma): 4.33990e+00
three-dimensional factor H, closed form: 1.90650e+00
H from searched barriers on sphere: 1.90650e+00
ratio H/exp(gamma): 0.43930
one-dimensional rate: 6.8900e-04 1/s
three-dimensional rate: 3.0267e-04 1/s
backward share of emission: 26.23 %
median forward angle: 51.25 deg
median angle, narrow-cone estimate: 78.75 deg
slope S, formula: 0.5456
slope S, finite difference: 0.5456
apparent relative permittivity: 13.436
--- field: 1.0e+07 V/m
forward barrier lowering: 0.12000 eV
forward barrier distance: 6.000 nm
gamma: 4.6418
one-dimensional factor exp(gamma): 1.03726e+02
three-dimensional factor H, closed form: 1.80785e+01
H from searched barriers on sphere: 1.80785e+01
ratio H/exp(gamma): 0.17429
one-dimensional rate: 1.6467e-02 1/s
three-dimensional rate: 2.8701e-03 1/s
backward share of emission: 2.766 %
median forward angle: 38.54 deg
median angle, narrow-cone estimate: 44.28 deg
slope S, formula: 0.8171
slope S, finite difference: 0.8171
apparent relative permittivity: 5.991
--- field: 1.0e+08 V/m
forward barrier lowering: 0.37947 eV
forward barrier distance: 1.897 nm
gamma: 14.6785
one-dimensional factor exp(gamma): 2.37024e+06
three-dimensional factor H, closed form: 1.50477e+05
H from searched barriers on sphere: 1.50477e+05
ratio H/exp(gamma): 0.06349
one-dimensional rate: 3.7630e+02 1/s
three-dimensional rate: 2.3890e+01 1/s
backward share of emission: 0.0003323 %
median forward angle: 23.93 deg
median angle, narrow-cone estimate: 24.90 deg
slope S, formula: 0.9369
slope S, finite difference: 0.9368
apparent relative permittivity: 4.557
```
